# Critical nucleus in a supersaturated vapour: size, barrier and model limits

**Data and assumptions.** In a hot deposition reactor, atoms in the gas can condense into particles before they reach the substrate. Consider one drop forming in a large volume of atomic vapour. The surface energy is \(\gamma=1\) J/m², the volume per atom in the drop is \(v=0.02\) nm³, and the driving force is \(\Delta\mu=0.5\) eV per atom. The driving force is the chemical potential of the vapour minus that of the bulk condensed phase, so a positive value favours condensation.

Use the capillarity model: the drop is a sphere, its interior has the properties of the bulk phase, and \(\gamma\) and \(v\) do not depend on size. Temperature and vapour chemical potential stay fixed while the drop forms. The equations hold in atomic units, or in any other consistent set, with temperature entering as the energy \(kT\). Numbers are in nm and eV unless stated otherwise.

## Part (a): the work of formation

**Question.** Derive the reversible work \(W(r)\) needed to form a drop of radius \(r\) from the vapour.

**Answer.** A drop of radius \(r\) contains

\[
n=\frac{4\pi r^3}{3v}
\]

atoms. Let \(\mu_b\) be the chemical potential of the bulk condensed phase and \(\mu_g=\mu_b+\Delta\mu\) that of the vapour. In the model the free energy of the drop is \(n\mu_b+4\pi r^2\gamma\): a bulk part and a surface part. The vapour gives up \(n\) atoms, and with them the free energy \(n\mu_g\). The work is the difference,

\[
W=n\mu_b+4\pi r^2\gamma-n\mu_g=4\pi r^2\gamma-n\Delta\mu .
\]

Inserting \(n\) gives

\[
W(r)=4\pi r^2\gamma-\frac{4\pi r^3}{3v}\,\Delta\mu .
\]

The first term is the cost of making surface; the second is the gain from condensing. With \(\mu_b\) taken at the pressure \(p\) of the vapour, the work done against the gas is already contained in \(n\mu_b\). Taking \(\mu_b\) at another low pressure shifts \(\Delta\mu\) by an amount of order \(pv\), so \(p\) has to be compared with \(\Delta\mu/v\), which part (f) shows to be about 4 GPa here. One atmosphere is about \(10^{-4}\) GPa, so the choice is harmless.

## Part (b): the critical radius

**Question.** Find the radius at which \(W\) is stationary. Show that it is a maximum, and say what this means for smaller and larger drops.

**Answer.** Differentiation gives

\[
\frac{dW}{dr}=8\pi r\gamma-\frac{4\pi r^2}{v}\Delta\mu
=4\pi r\left(2\gamma-\frac{r\,\Delta\mu}{v}\right).
\]

For \(r>0\) this vanishes when the bracket does, so

\[
r^*=\frac{2\gamma v}{\Delta\mu}.
\]

The second derivative is \(8\pi\gamma-8\pi r\Delta\mu/v\). At \(r^*\) we have \(r^*\Delta\mu/v=2\gamma\), and therefore

\[
\left.\frac{d^2W}{dr^2}\right|_{r^*}=8\pi\gamma-16\pi\gamma=-8\pi\gamma<0 .
\]

The stationary point is a maximum. Below \(r^*\) the slope is positive, so a drop lowers its work by losing atoms. Above \(r^*\) the slope is negative, so it lowers its work by gaining them. The drop at the top is the critical nucleus, and it is in unstable equilibrium with the vapour.

## Part (c): number of atoms and barrier

**Question.** Obtain formulas for the number of atoms \(n^*\) and the barrier \(W^*=W(r^*)\). Show that the given data lead to 26 atoms and 6.5 eV.

**Answer.** Substituting \(r^*\) into the expression for \(n\),

\[
n^*=\frac{4\pi}{3v}\left(\frac{2\gamma v}{\Delta\mu}\right)^3
=\frac{32\pi\gamma^3v^2}{3\,\Delta\mu^3}.
\]

For the barrier, use \(\Delta\mu/v=2\gamma/r^*\) in the bulk term:

\[
W^*=4\pi r^{*2}\gamma-\frac{4\pi r^{*3}}{3}\,\frac{2\gamma}{r^*}
=4\pi r^{*2}\gamma\left(1-\frac23\right)
=\frac{4\pi r^{*2}\gamma}{3}.
\]

The bulk gain pays for two thirds of the surface cost, and one third remains. Inserting \(r^*\) once more,

\[
W^*=\frac{16\pi\gamma^3v^2}{3\,\Delta\mu^2}=\frac{n^*\Delta\mu}{2},
\]

where the last form follows by comparison with \(n^*\).

For the numbers, convert the surface energy first. One J/m² is \(10^{-18}\) J/nm², which is 6.2415 eV/nm². Then

\[
r^*=\frac{2(6.2415)(0.02)}{0.5}\ \text{nm}=0.4993\ \text{nm}.
\]

The drop volume is \(4\pi r^{*3}/3=0.5215\) nm³, so

\[
n^*=\frac{0.5215}{0.02}=26.07 .
\]

The surface cost is 19.555 eV and the bulk gain is \(26.07\times0.5=13.037\) eV when unrounded values are carried. Their difference is

\[
W^*=19.555-13.037=6.518\ \text{eV}.
\]

The critical nucleus has 26 atoms and a barrier of 6.5 eV, as required. In other units the radius is 4.99 angstrom and the barrier 0.24 hartree. Since a real drop holds a whole number of atoms, \(W\) was also evaluated at each whole \(n\) from 1 to 100; the largest value is at \(n=26\).

Two limits show the range of the formulas. As \(\Delta\mu\to0\), the barrier grows as \(1/\Delta\mu^2\) and the nucleus as \(1/\Delta\mu^3\): a vapour in equilibrium with the bulk phase forms no growing drops. In the other direction, with \(\gamma\) and \(v\) fixed, \(n^*\) would fall to one atom at \(\Delta\mu=0.5\times26.07^{1/3}\approx1.5\) eV. The division into bulk and surface is doubtful well before that point: already at 26 atoms, an outer layer of thickness \(v^{1/3}=0.27\) nm takes up about 90 % of the drop's volume.

## Part (d): adding atoms one at a time

**Question.** Find \(dW/dn\), and recover \(W^*\) by integrating it from \(n=0\). Then find how sharply the critical size is defined at 1200 K, where \(kT=0.1034\) eV.

**Answer.** From \(n=4\pi r^3/(3v)\) we have \(dn/dr=4\pi r^2/v\), hence \(dr/dn=v/(4\pi r^2)\). The surface area changes by

\[
\frac{d(4\pi r^2)}{dn}=8\pi r\,\frac{v}{4\pi r^2}=\frac{2v}{r},
\qquad\text{so}\qquad
\frac{dW}{dn}=\frac{2\gamma v}{r}-\Delta\mu .
\]

The term \(2\gamma v/r\) is the amount by which the chemical potential of an atom in the drop exceeds its bulk value. It is large for small drops, which is why they tend to evaporate. At \(r^*\) it equals \(\Delta\mu\).

Because \(r=r^*(n/n^*)^{1/3}\) and \(2\gamma v/r^*=\Delta\mu\),

\[
W^*=\Delta\mu\int_0^{n^*}\left[\left(\frac{n^*}{n}\right)^{1/3}-1\right]dn
=\Delta\mu\left(\frac32n^*-n^*\right)=\frac{n^*\Delta\mu}{2},
\]

in agreement with part (c).

For the sharpness, differentiate once more:

\[
\frac{d^2W}{dn^2}=-\frac{2\gamma v}{r^2}\,\frac{v}{4\pi r^2}
=-\frac{\gamma v^2}{2\pi r^4}.
\]

At the top, \(2\gamma v=r^*\Delta\mu\) and \(4\pi r^{*3}=3n^*v\), which gives

\[
\left.\frac{d^2W}{dn^2}\right|_{n^*}=-\frac{\Delta\mu\,v}{4\pi r^{*3}}
=-\frac{\Delta\mu}{3n^*}=-0.00639\ \text{eV}.
\]

To second order, \(W\approx W^*-\Delta\mu\,(n-n^*)^2/(6n^*)\). The work has fallen by \(kT\) when

\[
|n-n^*|=\sqrt{\frac{6n^*kT}{\Delta\mu}}
=\sqrt{\frac{6(26.07)(0.1034)}{0.5}}\approx5.7 .
\]

The full function \(W(n)\) lies within \(kT\) of its top from 20.7 to 32.0 atoms. The band reaches slightly further on the large side because the magnitude of \(d^2W/dn^2\), proportional to \(r^{-4}\), decreases with size. Thus 26 lies near the middle of a band about eleven atoms wide, within which the work is below its top by no more than \(kT\).

## Part (e): what the barrier means at 1200 K

**Question.** Treat the vapour as an ideal gas of atoms at 1200 K and \(2\times10^{-3}\) Torr. Find the saturation ratio \(S=p/p_s\), where \(p_s\) is the pressure in equilibrium with the bulk phase. Estimate the density of critical drops from \(N^*=N_1e^{-W^*/kT}\), where \(N_1\) is the density of vapour atoms. Compare the parameters with a real vapour.

**Answer.** At fixed temperature the chemical potential of a gas changes by the volume per atom times the change of pressure. For an ideal gas that volume is \(kT/p\), so

\[
\Delta\mu=\int_{p_s}^{p}\frac{kT}{p'}\,dp'=kT\ln S,
\qquad
S=e^{0.5/0.1034}\approx126 .
\]

The small change of the bulk phase's own chemical potential with pressure is neglected. The implied saturation pressure is \(2\times10^{-3}/126\approx1.6\times10^{-5}\) Torr.

The atom density is \(N_1=p/kT=1.61\times10^{13}\) cm⁻³, and the barrier is \(W^*/kT=63.0\). Therefore

\[
\log_{10}\!\left(\frac{N^*}{\text{cm}^{-3}}\right)
=\log_{10}(1.61\times10^{13})-\frac{63.0}{\ln10}
\approx13.2-27.4=-14.2 .
\]

This is about one critical drop in \(10^{14}\) cm³, far more than the volume of a reactor. A vapour can thus be supersaturated more than a hundredfold and still, in this estimate, contain practically no critical drops. The result is a density, not a rate of particle formation; a rate also requires the speed at which atoms arrive at and leave the drop. It depends on the drop's temperature as well: each condensing atom releases heat, and without a carrier gas to remove it a small drop can become much hotter than the vapour.

The data lie in the rough regime of liquid aluminium drops in aluminium vapour, taken here as an example of a metal vapour in a hot reactor. For the liquid, a surface energy of roughly 0.9 J/m² and an atomic volume of roughly 0.02 nm³ are typical, and a saturation pressure of order \(10^{-5}\) Torr is reasonable at this temperature. With \(v\) and \(\Delta\mu\) held fixed, the lower surface energy would multiply the barrier by \(0.9^3\approx0.73\), giving about 4.8 eV. The logarithm of the drop density would then be −6.8 instead of −14.2, and the other ways of counting in part (g) would raise it further, to between −0.4 and 1.5. The near absence of critical drops found above is therefore a result for the given data, not an established property of aluminium vapour. A real reactor also breaks the assumption of a pure vapour: precursor fragments can react on a cluster and change both \(\gamma\) and \(\Delta\mu\). That chemical effect is not sized here. Nor is the actual error of using a bulk surface energy for 26 atoms; the next part shows only how strongly the barrier responds to such errors.

## Part (f): corrections to the drop's energy

**Question.** Keeping \(\Delta\mu\), \(v\) and \(T\) fixed, find the effect on the barrier of (i) a surface energy 10 % higher; (ii) a surface energy \(\gamma(1-2\delta/r)\) with \(\delta=\pm0.02\) nm; (iii) compression of the drop, with a rough bulk modulus \(K=50\) GPa.

**Answer.** (i) The barrier is proportional to \(\gamma^3\). It rises by the factor \(1.1^3=1.331\), to 8.68 eV. The logarithm of the drop density falls from −14.2 to −23.2: a 10 % increase in \(\gamma\) costs nine powers of ten.

(ii) The surface term becomes \(4\pi\gamma(r^2-2\delta r)\), so the added work is \(-8\pi\gamma\delta r\). To first order in \(\delta\), the shift of the maximum's position does not matter, because \(W\) is stationary there. Dividing the added work at \(r^*\) by \(W^*=4\pi r^{*2}\gamma/3\),

\[
\frac{\Delta W^*}{W^*}\approx-\frac{8\pi\gamma\delta r^*}{4\pi r^{*2}\gamma/3}
=-\frac{6\delta}{r^*}=\mp24\,\% .
\]

Locating the new maximum in full gives 4.98 eV for \(\delta=+0.02\) nm and 8.12 eV for \(\delta=-0.02\) nm. Both lie slightly above the first-order values, since moving from the old radius to the new maximum raises \(W\). The length \(\delta\) was chosen to show the sensitivity; neither its sign nor its size is claimed for aluminium. A length much smaller than an atom changes the barrier by 1.5 to 1.6 eV. The relative change, \(6\delta/r^*\) to first order, is large because the nucleus is small; the change in eV, \(8\pi\gamma\delta r^*\), would be larger still for a larger nucleus.

(iii) Let \(V\) be the drop's volume and \(s=1-V/(nv)\) its fractional compression. Adding the elastic energy \(nKvs^2/2\) gives

\[
W=4\pi r^2\gamma+\tfrac12nKvs^2-n\Delta\mu .
\]

The pressure inside is minus the derivative of the elastic energy with respect to \(V\), which is \(P=Ks\). At fixed \(n\), balance with the surface requires \(P=\gamma\,d(4\pi r^2)/dV=2\gamma/r\). At fixed \(V\), we have \(\partial s/\partial n=V/(n^2v)=(1-s)/n\), so stationarity in \(n\) requires

\[
\Delta\mu=\tfrac12Kvs^2+Kvs(1-s)=v\left(P-\frac{P^2}{2K}\right).
\]

The first equality also gives \(n\Delta\mu-\tfrac12nKvs^2=nKvs(1-s)=PV\). Hence

\[
W^*=4\pi r^2\gamma-PV=4\pi r^2\gamma-\frac{2\gamma}{r}\,\frac{4\pi r^3}{3}
=\frac{4\pi r^2\gamma}{3}=\frac{16\pi\gamma^3}{3P^2}.
\]

For \(K\to\infty\), \(P=\Delta\mu/v\) and the result of part (c) returns. Here \(\Delta\mu/v=4.01\) GPa. With \(K=50\) GPa the quadratic equation gives \(P\approx4.2\) GPa. The higher pressure lowers the barrier to 6.0 eV, about 8 % below the basic value, and the critical size to 25 atoms. A direct search, relaxing the radius at each size and then finding the top in \(n\), gives the same barrier as the formula. The size of the effect depends on the inputs. The modulus needed is the isothermal one, which for a hot liquid metal can lie well below 50 GPa; \(K=40\) GPa gives about 5.85 eV, 10 % below the basic value. A liquid that stiffens under pressure, with \(dK/dP=5\) and \(K=50\) GPa at zero pressure, gives about 6.06 eV, 7 % below.

## Part (g): shape, reference state and counting

**Question.** Find the barrier for a cube with the same \(\gamma\). Then examine two features of the density estimate: the work the model assigns to a single atom, and the use of \(N_1\) as the number of places for a drop. How far can the results of parts (c) and (e) be trusted?

**Answer.** A cube of edge \(a\) has

\[
W=6a^2\gamma-\frac{a^3\Delta\mu}{v},\qquad
\frac{dW}{da}=12a\gamma-\frac{3a^2\Delta\mu}{v}=0
\;\Rightarrow\; a^*=\frac{4\gamma v}{\Delta\mu}.
\]

Substitution gives \(W^*=(96-64)\gamma^3v^2/\Delta\mu^2=32\gamma^3v^2/\Delta\mu^2\). This is \(32/(16\pi/3)=6/\pi\approx1.91\) times the barrier of the sphere, which makes it 12.4 eV. The comparison holds \(\gamma\) equal for both shapes. For a liquid the cube is only a comparison shape. For a crystal it can be the equilibrium shape, if the cube faces have a low enough energy compared with all other faces; \(\gamma\) is then the energy of the cube faces.

A single vapour atom needs no work to form, since it is already present. The model nevertheless gives

\[
W(n=1)=1.724\ \text{eV},
\]

because it treats the atom as a tiny sphere of the bulk phase with a macroscopic surface: a surface cost of 2.224 eV less the driving force of 0.5 eV. Measuring the work from this value leaves \(n^*\) unchanged but lowers the barrier to

\[
6.518-1.724=4.794\ \text{eV}.
\]

The logarithm of the density then rises from −14.2 to −6.9. It also mends a defect of the first estimate: at fixed \(n\), \(T\) and \(p_s\), the density \(N_1e^{-W/kT}\) grows as \(S^{n+1}\), whereas equilibrium between a cluster and its \(n\) atoms requires \(S^n\), and measuring from one atom gives \(S^n\). This repairs the reference state at one atom; it does not establish that the surface term is right at 26 atoms.

The prefactor \(N_1\) allows one place for a drop per vapour atom. But a drop can sit anywhere in the gas, whether or not an atom was there. As a simple alternative, divide space into cells the size of the drop. This gives \(1/(0.5215\ \text{nm}^3)=1.92\times10^{21}\) places per cm³. With the basic barrier the logarithm becomes \(21.3-27.4\approx-6.1\), eight powers of ten above the first estimate. The cell size is a choice, not a derived quantity: smaller cells, which tell the drop's positions apart more finely, would raise the density further. Rotation of the drop and quantum effects are left out. This change and the single-atom correction both alter how the density is normalised, so they should not simply be added.

The figures of 26 atoms and 6.5 eV are therefore sound consequences of the stated model and data. As a prediction for a real vapour, the barrier can easily be wrong by an electronvolt: it varies as \(\gamma^3\), so an error of about 5 % in \(\gamma\) is enough. The density is far less certain: the corrections examined for a sphere with \(\gamma=1\) J/m² place its logarithm anywhere from −20.9 to −6.1, and these cases are examples, not bounds. A quantitative prediction would need free energies calculated for the clusters themselves, including their motion and any attached reactor species. The values behind these comparisons are collected in the numerical output.

## Values computed for the example and the checks

```
Surface energy: 1.0 J/m2 = 6.2415 eV/nm2
Atomic volume: 0.020 nm3
Driving force per atom: 0.50 eV
Critical radius: 0.4993 nm = 4.993 angstrom
Critical drop volume: 0.5215 nm3
Critical size: 26.07 atoms
Highest work at a whole number of atoms: 26 atoms
Surface cost at top: 19.555 eV
Bulk gain at top: 13.037 eV
Barrier: 6.518 eV = 0.2395 hartree
Barrier from adding atoms: 6.518 eV
Second derivative of work in n: -0.00639 eV
Temperature: 1200 K
Thermal energy kT: 0.1034 eV
Sizes within kT of top: 20.7 to 32.0 atoms
Mean half-width of this band: 5.69 atoms
Saturation ratio: 125.9 (no unit)
Vapour pressure chosen: 2.0e-03 Torr
Implied saturation pressure: 1.59e-05 Torr
Barrier divided by kT: 63.0 (no unit)
Vapour atom density: 1.61e+13 cm^-3
Curvature length chosen: +/-0.02 nm
First-order curvature change: -/+24.0 percent
Work the model gives one atom: 1.724 eV
Laplace pressure: 4.01 GPa
Bulk modulus, rough: 50 GPa
Critical size, compressible drop: 25.03 atoms
Barrier in eV; log10 of critical-drop density in cm^-3:
  basic model: 6.518 eV; -14.2
  surface energy +10 percent: 8.676 eV; -23.2
  positive curvature length: 4.984 eV; -7.7
  negative curvature length: 8.115 eV; -20.9
  measured from one atom: 4.794 eV; -6.9
  compressible drop: 5.985 eV; -11.9
  cubic nucleus: 12.449 eV; -39.1
Places, one per drop volume: 1.92e+21 cm^-3
log10 density in cm^-3, basic barrier, these places: -6.1
```
